**Oxide-trap noise of a MOSFET in weak inversion**

The program examines the plateau $S_I/I^2=q^4N_t\lambda/(kT\,WLfC^2)$, where $C$ is the sum of the oxide, depletion and interface-trap capacitances per area. $N_t$ is the trap density per volume and energy, $\lambda$ the decay length of the tunnelling probability, $W$ and $L$ the channel width and length, and $f$ the frequency. It asserts that the one-trap spectrum agrees with the master equation, and that the sum over traps gives $1/f$ noise even when the time constant depends on energy. Finite differences test the layered electrostatics, while a two-dimensional sheet and a nonlinear channel equation test the current response. A Poisson calculation tests the response at the reference bias, the near-flat plateau and the strong-inversion limit. A random ensemble of 8000 devices tests the mean noise and its spread. For the example the output gives $1.35\times10^{-7}$ Hz⁻¹ at 1 Hz, a factor of 0.80 from trap depth, and a spread of 11% between devices.

## Check in Python

```python
# Result under test: weak-inversion plateau of relative drain-current noise,
#   S_I/I^2 = q^4 Nt lam / (kT W L f C^2),   C = Cox + Cd + Cit  (one-sided, 1/Hz)
# q: elementary charge; Nt: oxide traps per volume and energy (1/(J m^3));
# lam: decay length of tunnelling probability; W, L: channel width and length;
# f: frequency; Cox, Cd, Cit: oxide, depletion, interface-trap capacitance per area.
# Internal units are SI; printed units are those used by device engineers.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j0

q = const.e
nm = 1e-9
T = 300.0
kT = const.k * T
vt = kT / q                       # thermal voltage
W, L, tox = 10e-6, 1e-6, 20 * nm
Na, ni = 5e22, 1e16               # acceptors and intrinsic density, 1/m^3
Nt_eV = 1e23                      # 1/(eV m^3)
Nt = Nt_eV / q
Dit_eV = 1e15                     # 1/(eV m^2)
lam, tau0, freq = 0.1 * nm, 1e-10, 1.0
mobility, scatter = 0.05, 1e8 * 1e-4   # m^2/Vs and Vs/C (1e4 Vs/C)
eps_ox, eps_si = 3.9 * const.epsilon_0, 11.7 * const.epsilon_0
phiF = vt * np.log(Na / ni)
psi_ref = 1.6 * phiF
Cox = eps_ox / tox
Cit = q * Dit_eV
Wd = np.sqrt(2 * eps_si * (psi_ref - vt) / (q * Na))
Cd = eps_si / Wd
C = Cox + Cd + Cit
plateau = q**4 * Nt * lam / (kT * W * L * freq * C**2)
S_charge = q**2 * Nt * kT * lam / (W * L * freq)

# --- Spectrum of one trap from its master equation
capture, emission, omega_test = 3.0, 1.0, 5.0
rates = np.array([[-capture, emission], [capture, -emission]])
dt, steps = 0.002, 5001
propagator = expm(rates * dt)
state = np.array([0.0, 1.0])
filled = capture / (capture + emission)
corr = np.empty(steps)
for i in range(steps):
    corr[i] = filled * (state[1] - filled)
    state = propagator @ state
times = dt * np.arange(steps)
spectrum = 4 * simpson(corr * np.cos(omega_test * times), x=times)
tau_test = 1 / (capture + emission)
lorentz = 4 * filled * (1 - filled) * tau_test / (1 + (omega_test * tau_test)**2)
assert abs(spectrum / lorentz - 1) < 1e-5

# --- Sum over depth and energy, with a time constant that depends on energy
energy = np.linspace(-25, 25, 501)
occupancy = 1 / (1 + np.exp(energy))
depth = np.linspace(0, tox, 8001)
trap_ratios = []
for f_test in (1.0, 100.0):
    wt = 2 * np.pi * f_test * tau0 * np.exp(depth / lam)[None, :] * occupancy[:, None]
    inner = simpson(4 * wt / (1 + wt**2), x=depth, axis=1) / (2 * np.pi * f_test)
    total = simpson(occupancy * (1 - occupancy) * inner, x=energy)
    trap_ratios.append(total * f_test / lam)
assert max(abs(r - 1) for r in trap_ratios) < 1e-3

# --- Reduction of the noise by the depth of the traps
wt = 2 * np.pi * freq * tau0 * np.exp(depth / lam)
depth_factor = simpson(4 * wt / (1 + wt**2) * (1 - depth / tox)**2, x=depth)
depth_factor /= 2 * np.pi * lam
x_f = lam * np.log(1 / (2 * np.pi * freq * tau0))
depth_formula = (1 - x_f / tox)**2 + (np.pi * lam / (2 * tox))**2
assert abs(depth_factor / depth_formula - 1) < 1e-4

# --- Potential of one charge in gate / oxide / depletion layer
def sinh_ratio(k, a, b):
    return np.exp(-k * (b - a)) * np.expm1(-2 * k * a) / np.expm1(-2 * k * b)

def layered_formula(k, x, z):
    screening = eps_ox * k / np.tanh(k * tox) + eps_si * k / np.tanh(k * Wd) + Cit
    return q * sinh_ratio(k, tox - x, tox) * sinh_ratio(k, Wd - z, Wd) / screening

def layered_numeric(k):
    m_ox, m_si = 400, 2000
    h = np.r_[np.full(m_ox, tox / m_ox), np.full(m_si, Wd / m_si)]
    eps = np.r_[np.full(m_ox, eps_ox), np.full(m_si, eps_si)]
    link, mass = eps / h, eps * h * k**2 / 2
    diagonal = link[:-1] + link[1:] + mass[:-1] + mass[1:]
    diagonal[m_ox - 1] += Cit
    source = np.zeros(len(diagonal))
    source[359] = q               # charge at one tenth of the oxide thickness
    band = np.zeros((3, len(diagonal)))
    band[0, 1:], band[1], band[2, :-1] = -link[1:-1], diagonal, -link[1:-1]
    phi = solve_banded((1, 1), band, source)
    return phi[m_ox - 1], phi[m_ox + 39]

for k in (0.0, 0.05 / nm, 0.5 / nm):
    k_safe = max(k, 1e-6 / nm)
    for value, z in zip(layered_numeric(k), (0.0, 0.02 * Wd)):
        assert abs(value / layered_formula(k_safe, 0.1 * tox, z) - 1) < 1e-3
assert abs(layered_numeric(0.0)[0] / (0.9 * q / C) - 1) < 1e-6

# --- Two-dimensional current sheet with a local potential bump
def sheet_current(psi):
    n = psi.shape[0]
    index = np.arange(n * n).reshape(n, n)
    diagonal = np.zeros((n, n))
    rows, cols, vals = [], [], []
    for first, second in ((np.s_[:-1, :], np.s_[1:, :]), (np.s_[:, :-1], np.s_[:, 1:])):
        g = np.exp((psi[first] + psi[second]) / 2)
        diagonal[first] += g
        diagonal[second] += g
        a, b = index[first].ravel(), index[second].ravel()
        rows += [a, b]
        cols += [b, a]
        vals += [-g.ravel(), -g.ravel()]
    g_source, g_drain = 2 * np.exp(psi[0]), 2 * np.exp(psi[-1])
    diagonal[0] += g_source
    diagonal[-1] += g_drain
    rows.append(index.ravel())
    cols.append(index.ravel())
    vals.append(diagonal.ravel())
    matrix = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                        np.concatenate(cols))), shape=(n * n, n * n)).tocsr()
    rhs = np.zeros((n, n))
    rhs[0] = g_source
    u = spsolve(matrix, rhs.ravel()).reshape(n, n)
    return np.sum(g_source * (1 - u[0]))

grid = (np.arange(32) + 0.5) / 32
yy, zz = np.meshgrid(grid, grid, indexing="ij")
bump = np.exp(-((yy - 0.25)**2 + (zz - 0.6)**2) / 0.01)
amp = 0.01
slope = (np.log(sheet_current(amp * bump)) - np.log(sheet_current(-amp * bump))) / (2 * amp)
sheet_ratio = slope / bump.mean()
assert abs(sheet_ratio - 1) < 1e-3

# --- Nonlinear channel equation at a drain voltage of four thermal voltages
def channel_current(amplitude, centre):
    def end_error(current):
        def slope_v(y, v):
            psi = amplitude * np.exp(-((y - centre) / 0.05)**2)
            return current * np.exp(v - psi)
        sol = solve_ivp(slope_v, (0, 1), [0.0], rtol=1e-10, atol=1e-12, max_step=0.02)
        return sol.y[0, -1] - 4.0
    return brentq(end_error, 0.9, 0.985, xtol=1e-12)

channel_ratios = []
for centre in (0.25, 0.75):
    change = np.log(channel_current(0.01, centre) / channel_current(-0.01, centre)) / 0.02
    channel_ratios.append(change / (0.05 * np.sqrt(np.pi)))
assert max(abs(r - 1) for r in channel_ratios) < 1e-3

# --- Full bias response from Poisson's equation and the integrated electron charge
nodes, weights = np.polynomial.legendre.leggauss(240)

def surface_field(psi):
    u = psi / vt
    bracket = np.exp(-u) + u - 1 + (ni / Na)**2 * (np.exp(u) - u - 1)
    return np.sqrt(2 * q * Na * vt / eps_si * bracket)

def inversion_charge(psi):
    p = psi * (nodes + 1) / 2
    electrons = ni**2 / Na * np.expm1(p / vt)
    return q * np.sum(weights * electrons / surface_field(p)) * psi / 2

def gate_balance(psi):
    return psi + (eps_si * surface_field(psi) + Cit * psi) / Cox

def charge_response(psi):
    dv = 1e-4
    logs = []
    for sign in (1, -1):
        target = gate_balance(psi) + sign * dv
        shifted = brentq(lambda p: gate_balance(p) - target, psi - 0.01, psi + 0.01, xtol=1e-14)
        logs.append(np.log(inversion_charge(shifted)))
    return (logs[0] - logs[1]) / (2 * dv * Cox)

response = charge_response(psi_ref)
thickness_loss = vt / (2 * (psi_ref - vt))
response_ratio = response * vt * C
assert abs(response_ratio / (1 - thickness_loss) - 1) < 4e-3
table = []
for multiple in (1.2, 1.4, 1.6, 1.8, 2.0, 2.2, 2.4):
    psi = multiple * phiF
    table.append((multiple, inversion_charge(psi), charge_response(psi)**2 * S_charge))
strong_ratio = table[-1][2] * table[-1][1]**2 / S_charge
assert abs(strong_ratio - 1) < 0.12
weak_noise = [row[2] for row in table[:4]]
assert max(weak_noise) / min(weak_noise) < 1.3
assert table[3][1] / table[0][1] > 1e3

# --- Nonlinear response to one electron: dipole strength of a radial disturbance
def dipole_strength(dlog_sigma, r_start, r_end, max_step):
    def rhs(r, b):
        return -0.5 * r**2 * dlog_sigma(r) * (1 - (b / r**2)**2)
    sol = solve_ivp(rhs, (r_start, r_end), [0.0], rtol=1e-8, atol=1e-10, max_step=max_step)
    return sol.y[0, -1]

edge = 0.005
disc = dipole_strength(lambda r: -np.log(0.1) / (2 * edge * np.cosh((r - 1) / edge)**2),
                       0.5, 1.2, 0.001)
assert abs(disc / ((0.1 - 1) / (0.1 + 1)) - 1) < 0.02

z_mean = vt / surface_field(psi_ref)
k_nm = np.linspace(1e-7, 6, 20001)
kernel = k_nm * layered_formula(k_nm / nm, x_f, z_mean) / nm**2 / (2 * np.pi)
r_nm = np.r_[0.0, np.geomspace(0.05, 600, 350)]
potential = np.array([simpson(kernel * j0(k_nm * r), x=k_nm) for r in r_nm])
log_sigma = CubicSpline(r_nm, -potential / vt)
linear_dipole = simpson(r_nm * log_sigma(r_nm), x=r_nm)
full_dipole = dipole_strength(log_sigma.derivative(), 0.01, 600.0, 2.0)
nonlinear_ratio = full_dipole / linear_dipole
assert 0.5 < nonlinear_ratio < 1.1

# --- Random-trap ensemble: mean and device-to-device spread
active = Nt * kT * lam * W * L
rng = np.random.default_rng(7)
devices, half = 8000, 8.0
counts = rng.poisson(active * (2 * half)**2, devices)
owner = np.repeat(np.arange(devices), counts)
e_rand = rng.uniform(-half, half, len(owner))
y_rand = np.exp(rng.uniform(-half, half, len(owner)))
part = (2 / np.pi) * y_rand / (1 + y_rand**2) / (4 * np.cosh(e_rand / 2)**2)
device_noise = np.bincount(owner, weights=part, minlength=devices)
ensemble_mean = device_noise.mean() / active
ensemble_spread = device_noise.std() / device_noise.mean()
spread_formula = 1 / (np.pi * np.sqrt(3 * active))
assert abs(ensemble_mean - 1) < 0.01
assert abs(ensemble_spread / spread_formula - 1) < 0.05

# --- Sizes of further neglected effects
Qinv = inversion_charge(psi_ref)
current = mobility * W / L * vt * Qinv
shot = 2 * q / current
lam_wkb = const.hbar / (2 * np.sqrt(2 * 0.42 * const.m_e * 3.1 * q))
Nc = 2.8e25
n_surface = ni**2 / Na * np.exp(psi_ref / vt)
field_ox = (eps_si * surface_field(psi_ref) + Cit * psi_ref) / eps_ox
uF = 1e2                          # F/m^2 to uF/cm^2

print(f"Temperature {T:.0f} K; thermal voltage {vt*1e3:.3f} mV; frequency {freq:.0f} Hz")
print(f"Width {W*1e6:.0f} um; length {L*1e6:.0f} um; oxide {tox/nm:.0f} nm")
print(f"Acceptors {Na*1e-6:.1e} cm^-3; intrinsic density {ni*1e-6:.1e} cm^-3")
print(f"Oxide traps {Nt_eV*1e-6:.1e} cm^-3 eV^-1; interface traps {Dit_eV*1e-4:.1e} cm^-2 eV^-1")
print(f"Decay length used {lam/nm:.3f} nm; tau0 {tau0:.1e} s")
print(f"Decay length for 3.1 eV barrier, mass 0.42: {lam_wkb/nm:.4f} nm")
print(f"Relative permittivity: oxide {eps_ox/const.epsilon_0:.1f}, silicon {eps_si/const.epsilon_0:.1f}")
print(f"Fermi potential {phiF:.4f} V; surface potential {psi_ref:.4f} V")
print(f"Depletion depth {Wd/nm:.1f} nm; ratio to channel length {Wd/L:.3f}")
print(f"Cox {Cox*uF:.4f}; Cd {Cd*uF:.4f}; Cit {Cit*uF:.4f}; C {C*uF:.4f} uF/cm^2")
print(f"Slope factor C/Cox {C/Cox:.4f}; swing {vt*np.log(10)*C/Cox*1e3:.1f} mV/decade")
print(f"Flat-band voltage noise {S_charge/Cox**2:.4e} V^2/Hz")
print(f"Relative current step for one electron {q/(vt*W*L*C):.4e}")
print(f"PLATEAU S_I/I^2 at {freq:.0f} Hz: {plateau:.4e} 1/Hz = {10*np.log10(plateau):.2f} dB/Hz")
print(f"Saturated weak-inversion current {current*1e9:.4f} nA (mobility {mobility*1e4:.0f} cm2/Vs)")
print("Bias table: psi_s/phi_F, electrons (cm^-2), S_I/I^2 (1/Hz), ratio to plateau")
for multiple, charge, noise in table:
    print(f"  {multiple:.1f}  {charge/q*1e-4:.3e}  {noise:.3e}  {noise/plateau:.4f}")
print(f"Strong-inversion check S_I/I^2 * Qinv^2 / S_Q at last row: {strong_ratio:.4f}")
print(f"One-trap spectrum, master equation / Lorentzian: {spectrum/lorentz:.7f}")
print(f"Trap sum / (kT lam/f) at 1 and 100 Hz: {trap_ratios[0]:.5f}, {trap_ratios[1]:.5f}")
print(f"2D sheet response / area average: {sheet_ratio:.6f}")
print(f"Channel response / average, near source and drain: {channel_ratios[0]:.6f}, {channel_ratios[1]:.6f}")
print(f"Poisson amplitude / plateau amplitude: {response_ratio:.4f}; estimate {1-thickness_loss:.4f}")
print(f"Active trap depth {x_f/nm:.3f} nm; noise factor from depth {depth_factor:.4f}")
print(f"Mean electron depth {z_mean/nm:.2f} nm; peak potential of one charge {potential[0]*1e3:.1f} mV")
print(f"Nonlinear / linear current step for one electron: {nonlinear_ratio:.4f}")
print(f"Mobility-change amplitude / number amplitude: {scatter*mobility*C*vt:.4f} (scattering {scatter:.0e} Vs/C)")
print(f"Slow-trap capacitance / C: {q*Nt_eV*x_f/C:.4f}")
print(f"Inversion capacitance / C: {Qinv/vt/C:.2e}")
print(f"Relative shot noise {shot:.3e} 1/Hz; equals plateau noise at {plateau*freq/shot:.1f} Hz")
print(f"Surface electron density / band density of states: {n_surface/Nc:.2e}")
print(f"Oxide field {field_ox*1e-8:.3f} MV/cm; log10 gate tunnelling factor {-tox/lam/np.log(10):.1f}")
print(f"Active traps per decay length M {active:.3f}")
print(f"Ensemble mean / formula {ensemble_mean:.4f} ({devices} devices)")
print(f"Relative device spread: ensemble {ensemble_spread:.4f}, formula {spread_formula:.4f}")
print("finished without a failed check")
```

Printed output:

```
Temperature 300 K; thermal voltage 25.852 mV; frequency 1 Hz
Width 10 um; length 1 um; oxide 20 nm
Acceptors 5.0e+16 cm^-3; intrinsic density 1.0e+10 cm^-3
Oxide traps 1.0e+17 cm^-3 eV^-1; interface traps 1.0e+11 cm^-2 eV^-1
Decay length used 0.100 nm; tau0 1.0e-10 s
Decay length for 3.1 eV barrier, mass 0.42: 0.0855 nm
Relative permittivity: oxide 3.9, silicon 11.7
Fermi potential 0.3988 V; surface potential 0.6380 V
Depletion depth 125.8 nm; ratio to channel length 0.126
Cox 0.1727; Cd 0.0823; Cit 0.0160; C 0.2710 uF/cm^2
Slope factor C/Cox 1.5696; swing 93.4 mV/decade
Flat-band voltage noise 2.2261e-10 V^2/Hz
Relative current step for one electron 2.2868e-04
PLATEAU S_I/I^2 at 1 Hz: 1.3520e-07 1/Hz = -68.69 dB/Hz
Saturated weak-inversion current 0.5883 nA (mobility 500 cm2/Vs)
Bias table: psi_s/phi_F, electrons (cm^-2), S_I/I^2 (1/Hz), ratio to plateau
  1.2  6.969e+04  1.154e-07  0.8534
  1.4  1.398e+06  1.229e-07  0.9090
  1.6  2.841e+07  1.291e-07  0.9550
  1.8  5.825e+08  1.312e-07  0.9708
  2.0  1.194e+10  8.510e-08  0.6294
  2.2  2.183e+11  3.734e-09  0.0276
  2.4  2.176e+12  5.204e-11  0.0004
Strong-inversion check S_I/I^2 * Qinv^2 / S_Q at last row: 0.9529
One-trap spectrum, master equation / Lorentzian: 1.0000000
Trap sum / (kT lam/f) at 1 and 100 Hz: 1.00000, 1.00000
2D sheet response / area average: 0.999998
Channel response / average, near source and drain: 1.000007, 1.000007
Poisson amplitude / plateau amplitude: 0.9773; estimate 0.9789
Active trap depth 2.119 nm; noise factor from depth 0.7994
Mean electron depth 2.66 nm; peak potential of one charge 34.8 mV
Nonlinear / linear current step for one electron: 0.9963
Mobility-change amplitude / number amplitude: 0.0350 (scattering 1e+04 Vs/C)
Slow-trap capacitance / C: 0.0125
Inversion capacitance / C: 6.50e-04
Relative shot noise 5.446e-10 1/Hz; equals plateau noise at 248.2 Hz
Surface electron density / band density of states: 3.73e-06
Oxide field 0.322 MV/cm; log10 gate tunnelling factor -86.9
Active traps per decay length M 2.585
Ensemble mean / formula 0.9988 (8000 devices)
Relative device spread: ensemble 0.1144, formula 0.1143
finished without a failed check
```
